# The Bloch–Grüneisen resistivity: two limits and a copper fit: test program

```python
"""Bloch-Grueneisen resistivity: limits and a fit to rough copper values.

Result under test, with y = theta/T:
  rho(T) = A (T/theta)^5 J5(y),
  J5(y)  = integral_0^y x^5 / ((e^x - 1)(1 - e^-x)) dx
  low T : J5 -> 120 zeta(5), so rho ~ T^5
  high T: rho = C T (1 - y^2/18 + y^4/480 - ...), C = A/(4 theta)
theta: transport Debye temperature (K); rho in micro-ohm cm; C in
micro-ohm cm per K. The copper values are rough, two-figure inputs.
"""
from itertools import product
from math import factorial
import numpy as np
import mpmath as mp
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq, curve_fit, minimize_scalar
from scipy.special import expit

mp.mp.dps = 30
NODES, WEIGHTS = np.polynomial.legendre.leggauss(80)


def j5_definition(y):
    """High-precision quadrature of the defining integral."""
    return mp.quad(lambda x: x**5 / (mp.expm1(x) * -mp.expm1(-x)),
                   [0, mp.mpf(y) / 2, y])


def j5(y):
    """Fast Gauss-Legendre quadrature, y scalar or array."""
    y = np.asarray(y, dtype=float)
    x = 0.5 * y[..., None] * (NODES + 1)
    return 0.5 * y * np.sum(WEIGHTS * x**5 / (4 * np.sinh(x / 2)**2), axis=-1)


def j5_tail_sum(y):
    """Zeta value minus the explicitly summed exponential tail."""
    m = np.arange(1, 401, dtype=float)
    tail = sum(factorial(5) / factorial(k) * y**k
               * np.sum(m**(k - 5) * np.exp(-m * y)) for k in range(6))
    return 120 * float(mp.zeta(5)) - tail


def reduced(y):
    """rho / (C T)."""
    return 4 * j5(y) / np.asarray(y, dtype=float)**4


def model(T, C, theta):
    return C * T * reduced(theta / T)


# Electron phase space at fixed phonon wavevector q (atomic units)
k = np.linspace(0.88, 1.12, 481)[:, None]
mu = np.linspace(-1, 1, 4001)[None, :]
energy, omega, width = 0.5, 0.01, 0.01


def narrow(e):
    return np.exp(-0.5 * (e / width)**2) / (width * np.sqrt(2 * np.pi))


for q in (0.5, 1.0):
    final_energy = 0.5 * ((k * mu + q)**2 + k**2 * (1 - mu**2))
    density = (2 * np.pi * k**2 * narrow(k**2 / 2 - energy)
               * narrow(final_energy - energy - omega))
    volume = density.sum() * (k[1, 0] - k[0, 0]) * (mu[0, 1] - mu[0, 0])
    assert abs(volume * q / (2 * np.pi) - 1) < 1e-5

# Energy integral of the Fermi factors, energies in units of kT
for x in (0.3, 2.0, 8.0):
    value = quad(lambda e: expit(-e) * expit(e + x), -60, 50,
                 points=[-x, 0], limit=200)[0]
    assert abs(value / (x / (1 - np.exp(-x))) - 1) < 1e-8

# Low-temperature limit and its exponential tail
j5_infinity = 120 * float(mp.zeta(5))
assert abs(float(j5_definition(80)) / j5_infinity - 1) < 1e-10
for y in (0.8, 3.0, 10.0, 25.0):
    direct = float(j5_definition(y))
    assert abs(j5_tail_sum(y) / direct - 1) < 1e-9
    assert abs(float(j5(y)) / direct - 1) < 1e-10

# High-temperature coefficients extracted from the defining integral
small = mp.mpf("0.01")
ratio_small = 4 * j5_definition(small) / small**4
second = float((ratio_small - 1) / small**2)
fourth = float((ratio_small - 1 + small**2 / 18) / small**4)
assert abs(second * 18 + 1) < 1e-4
assert abs(fourth * 480 - 1) < 1e-3

# Local exponent d ln rho / d ln T, by finite differences
step = 1e-3
T_pair = 5.0 * np.exp(np.array([-step, step]))
log_rho = np.log(model(T_pair, 1.0, 1.0))
exponent_small = (log_rho[1] - log_rho[0]) / (2 * step)
assert abs(exponent_small - (1 + 0.2**2 / 9)) < 1e-5
T_grid = 1 / np.geomspace(25, 0.1, 120)
slopes = np.diff(np.log(model(T_grid, 1.0, 1.0))) / np.diff(np.log(T_grid))
assert np.all(np.diff(slopes) < 0)
assert abs(slopes[0] - 5) < 1e-3 and abs(slopes[-1] - 1) < 2e-3

# Temperatures (in units of theta) where each limiting law errs by 1 %
y_low = brentq(lambda y: j5_infinity / float(j5(y)) - 1.01, 5, 30)
y_linear = brentq(lambda y: 1 / float(reduced(y)) - 1.01, 0.05, 3)
y_corrected = brentq(
    lambda y: 0.99 - (1 - y**2 / 18) / float(reduced(y)), 0.3, 4)

# Rough copper resistivities, two figures, with rounding half-widths
T_data = np.array([80.0, 100.0, 200.0, 300.0, 400.0])
rho_data = np.array([0.22, 0.35, 1.0, 1.7, 2.4])
half_width = np.array([0.005, 0.005, 0.05, 0.05, 0.05])


def fit(rho):
    """Weighted least squares: C solved linearly, theta searched."""
    def best_C(theta):
        g = model(T_data, 1.0, theta)
        return np.sum(rho * g / half_width**2) / np.sum((g / half_width)**2)

    def misfit(theta):
        residual = rho - model(T_data, best_C(theta), theta)
        return np.sum((residual / half_width)**2)

    theta = minimize_scalar(misfit, bounds=(100, 800), method="bounded",
                            options={"xatol": 1e-6}).x
    return best_C(theta), theta


# Recovery of known parameters from independently summed values
synthetic = np.array([0.006 * T * 4 * j5_tail_sum(350 / T) / (350 / T)**4
                      for T in T_data])
C_back, theta_back = fit(synthetic)
assert abs(theta_back - 350) < 1e-2 and abs(C_back / 0.006 - 1) < 1e-4

C_fit, theta_fit = fit(rho_data)
other, _ = curve_fit(model, T_data, rho_data, p0=(0.006, 300.0),
                     sigma=half_width)
assert abs(other[0] / C_fit - 1) < 1e-3
assert abs(other[1] / theta_fit - 1) < 1e-3

corners = np.array([fit(rho_data + np.array(s) * half_width)[1]
                    for s in product((-1, 1), repeat=5)])


def theta_from_ratio(ratio):
    """theta from rho(400 K)/rho(300 K) alone."""
    return brentq(lambda th: model(400.0, 1.0, th) / model(300.0, 1.0, th)
                  - ratio, 10, 3000)


theta_hot = theta_from_ratio(2.4 / 1.7)
hot_low = theta_from_ratio((2.4 - 0.05) / (1.7 + 0.05))
hot_high = theta_from_ratio((2.4 + 0.05) / (1.7 - 0.05))
assert hot_high - hot_low > 3 * (corners.max() - corners.min())

rho_residual = 0.005
C_shift, theta_shift = fit(rho_data - rho_residual)
assert theta_shift > theta_fit

print(f"J5(infinity) = 120 zeta(5): {j5_infinity:.4f}")
for y in (1.0, 5.0, 10.0, 20.0):
    print(f"J5({y:.0f}) by quadrature: {float(j5_definition(y)):.4f}")
print(f"coefficient of y^2 from integral: {second:.6f}"
      f" (-1/18 = {-1 / 18:.6f})")
print(f"coefficient of y^4 from integral: {fourth:.6f}"
      f" (1/480 = {1 / 480:.6f})")
print(f"T^5 law 1 % too high at T/theta = {1 / y_low:.4f}")
print(f"linear law 1 % too high at T/theta = {1 / y_linear:.3f}")
print(f"corrected law 1 % too low at T/theta = {1 / y_corrected:.3f}")
C_print = C_fit * 1000
print(f"fitted slope C: {C_print:.3f} x 10^-3 micro-ohm cm/K")
print(f"fitted theta: {theta_fit:.1f} K")
meV = constants.k * theta_fit / constants.e * 1000
print(f"k_B theta: {meV:.1f} meV")
print(f"fitted A = 4 C theta: {4 * C_fit * theta_fit:.2f} micro-ohm cm")
print("T (K), rough input, half-width, fit (micro-ohm cm), misfit/half-width")
for T, r, w in zip(T_data, rho_data, half_width):
    f = float(model(T, C_fit, theta_fit))
    print(f"{T:.0f}  {r:.2f}  {w:.3f}  {f:.4f}  {(r - f) / w:+.2f}")
print(f"theta over 32 rounding corners: {corners.min():.0f}"
      f" to {corners.max():.0f} K")
print(f"theta from 300 and 400 K only: {theta_hot:.0f} K")
print(f"its range from rounding: {hot_low:.0f} to {hot_high:.0f} K")
print(f"theta after subtracting {rho_residual} micro-ohm cm:"
      f" {theta_shift:.1f} K")
y300 = theta_fit / 300
print(f"theta/T at 300 K: {y300:.4f}")
print(f"y^2/18 at 300 K: {y300**2 / 18:.4f}")
print(f"300 K, linear law: {C_fit * 300:.4f} micro-ohm cm")
print(f"300 K, corrected law: {C_fit * 300 * (1 - y300**2 / 18):.4f}"
      " micro-ohm cm")
print(f"300 K, full function: {float(model(300.0, C_fit, theta_fit)):.4f}"
      " micro-ohm cm")
y10 = theta_fit / 10
low_law = 4 * C_fit * 10 * j5_infinity / y10**4
full_10 = C_fit * 10 * 4 * float(j5_definition(y10)) / y10**4
assert abs(low_law / full_10 - 1) < 1e-4
print(f"10 K, T^5 law: {low_law:.3e} micro-ohm cm")
print(f"10 K, full function: {full_10:.3e} micro-ohm cm")
print("no test failed")
```

Output:

```
J5(infinity) = 120 zeta(5): 124.4313
J5(1) by quadrature: 0.2366
J5(5) by quadrature: 50.2631
J5(10) by quadrature: 116.3807
J5(20) by quadrature: 124.4227
coefficient of y^2 from integral: -0.055555 (-1/18 = -0.055556)
coefficient of y^4 from integral: 0.002083 (1/480 = 0.002083)
T^5 law 1 % too high at T/theta = 0.0765
linear law 1 % too high at T/theta = 2.361
corrected law 1 % too low at T/theta = 0.684
fitted slope C: 6.110 x 10^-3 micro-ohm cm/K
fitted theta: 329.7 K
k_B theta: 28.4 meV
fitted A = 4 C theta: 8.06 micro-ohm cm
T (K), rough input, half-width, fit (micro-ohm cm), misfit/half-width
80  0.22  0.005  0.2160  +0.79
100  0.35  0.005  0.3531  -0.62
200  1.00  0.050  1.0548  -1.10
300  1.70  0.050  1.7153  -0.31
400  2.40  0.050  2.3539  +0.92
theta over 32 rounding corners: 316 to 343 K
theta from 300 and 400 K only: 468 K
its range from rounding: 163 to 654 K
theta after subtracting 0.005 micro-ohm cm: 334.6 K
theta/T at 300 K: 1.0990
y^2/18 at 300 K: 0.0671
300 K, linear law: 1.8329 micro-ohm cm
300 K, corrected law: 1.7099 micro-ohm cm
300 K, full function: 1.7153 micro-ohm cm
10 K, T^5 law: 2.573e-05 micro-ohm cm
10 K, full function: 2.573e-05 micro-ohm cm
no test failed
```
